\section*{A positive Debye ladder for Cole-Cole permittivity with separate error bounds}

\section{The decision and the scheme}

A transient simulation of a capacitor with a Cole-Cole dielectric can represent the memory of the material by a finite set of polarization variables, or equivalently of resistor-capacitor branches. Two numbers must be chosen: how many branches to place per decade of relaxation time, and how far beyond the frequency band the relaxation times must reach. The two choices cause different errors. Halving the spacing cannot recover a missing end of the range, and a longer range cannot repair a coarse spacing.

Fields vary as $e^{+i\omega t}$, and $\varepsilon=\varepsilon'-i\varepsilon''$ with $\varepsilon''\ge0$ for a passive material. The target is
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\Delta\varepsilon\,\Phi(i\omega\tau_0),\qquad
\Phi(s)=\frac1{1+s^\alpha},\quad 0<\alpha<1,
\end{equation}
with the principal branch of $s^\alpha$. Write $u=\ln(\tau/\tau_0)$ and $L=\ln(\omega\tau_0)$. The ladder is
\begin{equation}
\varepsilon_{\rm lad}=\varepsilon_\infty+\Delta\varepsilon\Big[W+\sum_{k=-N_f}^{N_s}\frac{w_k}{1+i\omega\tau_k}\Big],\quad
\tau_k=\tau_0e^{kh},\quad w_k=h\,g(kh),
\label{ladder}
\end{equation}
\begin{equation}
g(u)=\frac{\sin\pi\alpha}{2\pi[\cosh\alpha u+\cos\pi\alpha]},\qquad
W=h\sum_{k>N_f}g(kh).
\label{g}
\end{equation}
The constant $W$ is the weight of the omitted fast terms, which respond almost instantaneously within the band. Since $\cosh\alpha u\ge1>-\cos\pi\alpha$, all weights are positive.

All errors below are divided by $\Delta\varepsilon$. Let $S_h$ be the ladder with infinitely many terms. Then
\begin{equation}
\frac{\varepsilon_{\rm lad}-\varepsilon}{\Delta\varepsilon}=E_h+E_T,\qquad E_h=S_h-\Phi,
\end{equation}
where $E_T$ is the change caused by making the infinite ladder finite.

\section{The relaxation-time density}

The function $\Phi$ has no pole for $|\arg s|<\pi$, because $s^\alpha=-1$ would need $|\arg s|\ge\pi/\alpha>\pi$. Apply Cauchy's formula on a contour around the cut along the negative axis. The large circle drops out because $\Phi\to0$ there, and the small circle because $\Phi$ is bounded at the origin. On the lips $z=-x\pm i0$ the values are $\Phi_\pm=1/(1+x^\alpha e^{\pm i\pi\alpha})$. The upper lip is traversed inward and the lower one outward, so
\begin{align}
\Phi(s)&=\frac1{2\pi i}\int_0^\infty\frac{\Phi_--\Phi_+}{x+s}\,dx\nonumber\\
&=\frac1\pi\int_0^\infty\frac{x^\alpha\sin\pi\alpha}{1+2x^\alpha\cos\pi\alpha+x^{2\alpha}}\,\frac{dx}{x+s}.
\end{align}
Set $x=e^{-u}$. Then $dx/(x+s)$ becomes $du/(1+se^u)$ once the limits are reordered, and division of the fraction by $x^\alpha$ turns it into $g(u)$:
\begin{equation}
\Phi(i\omega\tau_0)=\int_{-\infty}^\infty f(u)\,du,\qquad f(u)=\frac{g(u)}{1+ie^{L+u}}.
\label{rep}
\end{equation}
The limit $s\to0$ gives $\int g\,du=1$. With $v=\alpha u$ and $a=\pi\alpha$, this normalization also supplies an integral needed later:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dv}{\cosh v+\cos a}=\frac{2a}{\sin a},\qquad 0<a<\pi .
\label{norm}
\end{equation}

\section{Spacing error}

\subsection{Decay rate}

The function $f$ is analytic near the real axis and decays exponentially, so Poisson summation applies:
\begin{equation}
h\sum_k f(kh)=\sum_{m=-\infty}^{\infty}\int f(u)e^{-2\pi imu/h}\,du .
\end{equation}
The term $m=0$ is $\Phi$, and the others make up $E_h$. For $m>0$ the path can be moved down by $b$, and for $m<0$ up by $b$; each move gives a factor $e^{-2\pi|m|b/h}$. The nearest pole limits the move.

The Debye factor has poles where $e^{L+u}=i$, that is, at $u=-L+i\pi/2+2\pi in$. The density has poles where $\cosh\alpha u=-\cos\pi\alpha$, of which the nearest are $u=\pm i\pi(1-\alpha)/\alpha$. The width of the usable strip is therefore
\begin{equation}
d=\min\left[\frac\pi2,\frac{\pi(1-\alpha)}\alpha\right],
\end{equation}
and, apart from a prefactor, $E_h$ decays as $e^{-2\pi d/h}$. The two distances are equal at $\alpha=2/3$. Below this value the Debye factor sets the rate, $\pi^2$. Above it the narrowing density does. The largest errors at two spacings give measured rates of 9.8697 for $\alpha=0.45$ and 4.9349 for $\alpha=0.8$; the law gives $\pi^2=9.8696$ and $\pi^2/2=4.9348$.

\subsection{A bound for every exponent}

Take $0<b<d$ and put $y=e^{L+x}$. On the upper line the squared modulus of the Debye denominator is $1-2y\sin b+y^2\ge\cos^2b$. On the lower line it is $1+2y\sin b+y^2\ge1$. For the density, use
\begin{equation}
\cosh z+\cos c=2\cosh\frac{z+ic}2\cosh\frac{z-ic}2,\quad
|\cosh(p+ir)|^2=\frac{\cosh2p+\cos2r}2 .
\end{equation}
With $z=\alpha(x\pm ib)$, $c=\pi\alpha$ and $a_\pm=\alpha(\pi\pm b)$ these give
\begin{equation}
|g(x\pm ib)|=\frac{\sin\pi\alpha}{2\pi\sqrt{(\cosh\alpha x+\cos a_+)(\cosh\alpha x+\cos a_-)}} .
\label{modg}
\end{equation}
The Cauchy-Schwarz inequality separates the two factors under the integral, and (\ref{norm}) evaluates each:
\begin{equation}
\int|g(x\pm ib)|dx\le G(b)=\frac{\sin\pi\alpha}{\pi\alpha}\sqrt{\frac{a_+a_-}{\sin a_+\sin a_-}} .
\end{equation}
Summing the geometric series over $|m|$ yields, for all frequencies,
\begin{equation}
|E_h|\le\frac{G(b)\,(1+1/\cos b)}{e^{2\pi b/h}-1},\qquad 0<b<d .
\label{general}
\end{equation}
The free $b$ is chosen to minimize the right side.

\subsection{A sharp bound for $\alpha<1/2$}

In this case the poles of $g$ lie farther away than $\pi$, and both paths can be moved to ${\rm Im}\,u=\pm\pi$. The one pole crossed is $p=-L+i\pi/2$, in the upward move. The derivative of $1+ie^{L+u}$ at $p$ is $ie^{L+p}=-1$, so the residue of $f$ is $-g(p)$. With
\begin{equation}
q=e^{-\pi^2/h},\qquad Q=e^{2\pi ip/h}=q\,e^{-2\pi iL/h},
\end{equation}
the sum over negative $m$ gives
\begin{equation}
E_h=-2\pi i\,g(p)\frac{Q}{1-Q}+R_h .
\label{residue}
\end{equation}
On the new lines the Debye denominator is $1-iy$, of modulus at least 1. There $a_+=2\pi\alpha$ and $a_-\to0$, so that
\begin{equation}
G(\pi)=\frac{\sin\pi\alpha}{\pi\alpha}\sqrt{\frac{2\pi\alpha}{\sin2\pi\alpha}}=\sqrt{\frac{\tan\pi\alpha}{\pi\alpha}} .
\end{equation}
Each line contributes $e^{-2\pi^2|m|/h}=q^{2|m|}$, hence $|R_h|\le2G(\pi)q^2/(1-q^2)$. By (\ref{modg}) with $b=\pi/2$ and $x=-L$, $|g(p)|$ is largest at $L=0$, where its denominator is $2\pi[\cos(\pi\alpha/2)+\cos\pi\alpha]$. Therefore
\begin{equation}
|E_h|\le\frac{Aq}{1-q}+2\sqrt{\frac{\tan\pi\alpha}{\pi\alpha}}\frac{q^2}{1-q^2},\quad
A=\frac{\sin\pi\alpha}{\cos(\pi\alpha/2)+\cos\pi\alpha} .
\label{sharp}
\end{equation}
The first term is attained at the loss peak, $\omega\tau_0=1$, so this bound cannot be improved at leading order in $q$. For a spacing tolerance $\eta_h$ it gives $h\simeq\pi^2/\ln(A/\eta_h)$.

\subsection{Ripple in the loss}

Take again $\alpha<1/2$, so that (\ref{residue}) applies. Far from the peak, $|g(p)|\simeq(\sin\pi\alpha/\pi)e^{-\alpha|L|}$, while the loss is $\varepsilon''/\Delta\varepsilon\simeq\sin(\pi\alpha/2)e^{-\alpha|L|}$ on either side. The phase of $Q$ makes the leading error oscillate with period $h$ in $\ln\omega$. Its amplitude relative to the local loss is
\begin{equation}
\frac{2q\sin\pi\alpha}{\sin(\pi\alpha/2)}=4q\cos\frac{\pi\alpha}2 .
\end{equation}
The common factor $e^{-\alpha|L|}$ has cancelled: at leading order the spacing error does not swamp a weak loss. The uniform bound on $R_h$ does not prove this arbitrarily far out. For the example below, over one period starting at $L=\pm25$, the computed ripple is $1.4115\times10^{-4}$ on both sides, against $1.4114\times10^{-4}$ from the rule. For $\alpha>2/3$ the rule does not apply at practical distances, because the poles of $g$ dominate. At $\alpha=0.8$ and $h=0.5$ the relative loss error is about $3\times10^{-5}$ near $L=\pm6$ and $5\times10^{-6}$ near $L=\pm15$, far above the rule's $3\times10^{-9}$ but still falling away from the peak.

\section{Truncation error}

The weight beyond $U\ge0$ follows from the substitution $z=e^{\alpha u}$, $du=dz/(\alpha z)$:
\begin{align}
T(U)=\int_U^\infty g\,du
&=\frac{\sin\pi\alpha}{\pi\alpha}\int_{e^{\alpha U}}^\infty\frac{dz}{(z+\cos\pi\alpha)^2+\sin^2\pi\alpha}\nonumber\\
&=\frac1{\pi\alpha}\arctan\frac{\sin\pi\alpha}{e^{\alpha U}+\cos\pi\alpha} .
\end{align}
Since $g$ is even and falls with $|u|$, the discrete weight beyond node $N$ on either side is at most $T(Nh)$.

At the fast end, moving a term into $W$ replaces $1/(1+i\omega\tau)$ by 1. The change is $i\omega\tau/(1+i\omega\tau)$, of modulus at most $\min(1,\omega\tau)$. At the slow end the term is dropped, and its modulus is at most $\min[1,1/(\omega\tau)]$. In a band $\omega_{\min}\le\omega\le\omega_{\max}$ the first omitted node is the worst, so $|E_T|\le B_f+B_s$ with
\begin{align}
B_f&=\min[1,\omega_{\max}\tau_0e^{-(N_f+1)h}]\,T(N_fh),\label{fast}\\
B_s&=\min[1,e^{-(N_s+1)h}/(\omega_{\min}\tau_0)]\,T(N_sh).\label{slow}
\end{align}
For long ranges these fall as $e^{-(1+\alpha)U}$ with $U=Nh$. Without a band limit and without $W$, only the tail mass helps, and it falls as $e^{-\alpha U}$.

\section{Algorithm, cost and stability}

\begin{verbatim}
input alpha, tau0, w_min, w_max, eta
if alpha < 1/2: bound(h) = sharp bound
else:           bound(h) = general bound, minimized over b
solve bound(h) = eta/2 for h
Nf = smallest N >= 0 with B_f(N) <= eta/4
Ns = smallest N >= 0 with B_s(N) <= eta/4
for k = -Nf ... Ns:
    tau[k] = tau0*exp(k*h);  w[k] = h*g(k*h)
W = h * sum of g(k*h), k > Nf, until terms are negligible
eps_inf_new = eps_inf + d_eps*W
\end{verbatim}

The total error in the band is then at most $\eta$. The setup is negligible, and the running cost is $M=N_f+N_s+1$ variables per spatial cell. Setting both end bounds to $\eta/4$, using $T\simeq Ce^{-\alpha U}$ with $C=\sin(\pi\alpha)/(\pi\alpha)$ and ignoring rounding and the extra $e^{-h}$, gives
\begin{equation}
M\approx\frac{\ln(\omega_{\max}/\omega_{\min})+2\ln(4C/\eta)}{(1+\alpha)h}
\end{equation}
provided both ranges are long enough for this form of $T$ and both $\omega_{\max}\tau_0$ and $1/(\omega_{\min}\tau_0)$ stay below $(4C/\eta)^{1/\alpha}$. Beyond that limit the factor $\min[1,\cdot]$ equals 1, the range on that side stops growing, and $M$ levels off near $2\ln(4C/\eta)/(\alpha h)$. For $\alpha=0.8$, $\eta=10^{-3}$ and $10^{-8}\le\omega\tau_0\le10^8$ the algorithm gives 37 terms, where the formula above would give 58. As $h$ varies inversely with $\ln(1/\eta)$, the cost grows as the square of this logarithm at high accuracy.

In the time domain each term obeys $\tau_k\dot P_k+P_k=\varepsilon_0\Delta\varepsilon\,w_kE$. If $E$ is held constant during a step $\Delta t$, the solution is
\begin{equation}
P_k^{n+1}=e^{-\Delta t/\tau_k}P_k^n+(1-e^{-\Delta t/\tau_k})\varepsilon_0\Delta\varepsilon\,w_kE .
\end{equation}
The multiplier of $P_k^n$ lies between 0 and 1, so for a prescribed field the update is stable at any step. Holding $E$ constant adds a time-step error not included in $\eta$. For slow terms the bracket should be computed with an \texttt{expm1} routine to avoid cancellation.

For a capacitor of vacuum capacitance $C_0$, each term is a series branch with $C_k=C_0\Delta\varepsilon\,w_k$ and $R_k=\tau_k/C_k$, because its admittance is $i\omega C_k/(1+i\omega R_kC_k)$. Positive elements make the circuit passive. A least-squares fit without sign constraints does not guarantee this.

\section{Example: a polymer gate dielectric}

The parameters are rough typical values for the secondary relaxation of poly(methyl methacrylate), PMMA, near room temperature: $\alpha=0.45$, $\Delta\varepsilon=1.6$, $\varepsilon_\infty=2.6$ and a loss peak at 10~Hz. Thus $\tau_0=1/(2\pi\cdot10\ {\rm Hz})=15.9$~ms. The band runs from 10~mHz to 1~MHz, so $\omega_{\min}\tau_0=10^{-3}$ and $\omega_{\max}\tau_0=10^5$. The tolerance is $\eta=10^{-4}$. This single term is an illustration, not a fit over the whole band: it gives a loss tangent of 0.039 at 1~kHz but only 0.002 at 1~MHz, where data-sheet values for PMMA are of order 0.02.

\paragraph{Spacing.} Here $A=1.077$, and half the tolerance gives
\begin{equation}
h\simeq\frac{9.8696}{\ln(1.0773/5\times10^{-5})}=0.989,
\end{equation}
or 0.43 decades. The spacing error found in the band is $4.9991\times10^{-5}$, against the bound $5.0000\times10^{-5}$. The general bound (\ref{general}) at the same $h$ is $1.0\times10^{-3}$, about twenty times larger; it is safe but would demand a finer ladder.

\paragraph{Range.} The algorithm gives $N_f=15$ and $N_s=12$, hence 28 terms with $\tau$ from 5.7~ns to $2.3\times10^3$~s. The end errors are $4.4\times10^{-6}$ (fast) and $3.3\times10^{-6}$ (slow), below their bounds of $1.18\times10^{-5}$ and $8.7\times10^{-6}$. The total error is $5.0\times10^{-5}$, or $8.0\times10^{-5}$ in the permittivity itself. The fast weight $W=7.0\times10^{-4}$ raises $\varepsilon_\infty$ to 2.6011. With the same $h$, a symmetric ladder without $W$, whose range is set by the all-frequency bound $2T(Nh)\le\eta/2$, has 49 terms.

\paragraph{Separating the errors.} With the end nodes fixed, spacings $h$, $h/2$ and $h/4$ give total errors of $5.00\times10^{-5}$, $6.7\times10^{-6}$ and $8.2\times10^{-6}$. The last refinement makes the result slightly worse. The reason is that the first omitted node moves closer to the fixed end. At the fast end the omitted terms vary nearly as $e^{-(1+\alpha)|u|}$, and their sum is the corresponding integral times
\begin{equation}
\frac{x}{e^x-1},\qquad x=(1+\alpha)h .
\end{equation}
This factor is 0.449, 0.684 and 0.831 for the three spacings. Scaling the fast-end error $4.41\times10^{-6}$ accordingly predicts $6.7\times10^{-6}$ and $8.2\times10^{-6}$, as found. Doubling the range at fixed $h$ instead leaves $4.9991\times10^{-5}$, the spacing error.

\paragraph{Circuit.} A film 100~nm thick with an area of 1~mm$^2$ has $C_0=88.5$~pF. The central weight is 0.1345, so its branch has $C=88.54\times1.6\times0.13445=19.0$~pF and $R=15.915\ {\rm ms}/19.05\ {\rm pF}=8.4\times10^8\ \Omega$. The slowest branch has 0.21~pF and $1.1\times10^{16}\ \Omega$.

\paragraph{The real film.} The Cole-Cole form is itself an approximation, and its neglected effects can be sized in the same units of $\Delta\varepsilon$, again with rough inputs. Warming by 1~K from 300~K, with a barrier of 0.8~eV and fixed $\alpha$ and $\Delta\varepsilon$, changes the response by up to $1.3\times10^{-2}$; 20~K changes it by 0.24. A modest asymmetry, in which $\Phi$ is replaced by $\Phi^{0.9}$ with its time constant realigned, leaves a difference of $1.1\times10^{-2}$; refitting $\alpha$ as well reduces it to $4\times10^{-3}$, and refitting $\Delta\varepsilon$ and $\varepsilon_\infty$ too reduces it to $2\times10^{-3}$. A dc conductivity of $10^{-16}$~S/cm adds $1.1\times10^{-2}$ to the loss at 10~mHz, where the wing formula puts the relaxation loss near 0.029: an increase of roughly 40\%. For free dipoles of 1.7~debye at 0.5~MV/cm, without local-field corrections, saturation lowers the total orientational polarization by a fraction $3\times10^{-4}$; the small-signal response under that bias falls three times as much, by $9\times10^{-4}$. The unphysical weight at times below 1~ps is $2\times10^{-5}$. With these inputs, 1~K of warming and the leakage each change the response by more than a hundred times the ladder's tolerance $\eta$, and the asymmetry by twenty to a hundred times, depending on which parameters are refitted.

\section{Failure modes}

\paragraph{Weak loss at the band edge.} The tolerance is absolute. At 1~MHz the loss is only about $\sin(0.225\pi)(10^5)^{-0.45}=3.7\times10^{-3}$, and the fast-end error of $4.4\times10^{-6}$ is 0.12\% of it. Adding the ripple of 0.014\% accounts for the largest relative loss error found in the band, 0.136\%. If relative loss matters, $B_f$ and $B_s$ should be compared with the loss at their own band edges.

\paragraph{Use outside the band.} The omitted slow weight is $2.7\times10^{-3}$, so the static permittivity is too low by 27 times the tolerance. A simulation of long bias stress needs a smaller $\omega_{\min}$, or the all-frequency ladder. Above the band, $W$ behaves as a lossless constant and the loss is underestimated.

\paragraph{Exponents near 1.} As $\alpha\to1$ the density tends to a single Debye line, its poles approach the real axis, and the required $h$ shrinks in proportion to $1-\alpha$. At $\alpha=1$ one Debye term is the answer and the quadrature should be bypassed. Near $\alpha=2/3$ two poles meet at $\omega\tau_0=1$ and $A$ diverges. The sharp bound must not be extrapolated there; (\ref{general}) remains valid.

The remaining digits of the example are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
alpha 0.45, strength 1.6, eps_infinity 2.6
peak 10 Hz, band 0.01 to 1e+06 Hz
tau0 = 15.915 ms; tolerance/strength = 1.0e-04
largest spectral-integral deviation = 1.2e-16
decay rate, alpha=0.45: measured 9.8697, law 9.8696
decay rate, alpha=0.8: measured 4.9349, law 4.9348
amplitude A = 1.0773; q = 4.6403e-05
spacing h = 0.9891 = 0.4296 decades
general bound at this h = 1.034e-03
sharp spacing bound = 5.0000e-05
spacing error in band = 4.9991e-05
error at peak / sharp bound = 0.99982
nodes on fast side 15, slow side 12
number of Debye terms = 28
tau range = 5.732e-09 to 2.273e+03 s
fast end: error 4.413e-06, bound 1.179e-05
slow end: error 3.260e-06, bound 8.706e-06
truncation error, both ends = 4.413e-06
total error / strength = 4.999e-05
total error in permittivity = 7.998e-05
largest relative loss error in band = 0.136 %
fast weight moved to eps_infinity = 6.9881e-04
corrected eps_infinity = 2.60112
static deficit / strength = 2.6552e-03
wing ripple: rule 1.4114e-04, low-frequency side 1.4115e-04, high 1.4115e-04
fixed range, spacing h/1: total error 4.9988e-05
fixed range, spacing h/2: total error 6.7263e-06
fixed range, spacing h/4: total error 8.1760e-06
fixed spacing, doubled range: total error 4.9991e-05
plain all-frequency ladder: 49 terms, error 6.182e-05
film 100 nm, 1 mm2: vacuum capacitance 88.54 pF
fastest branch: weight 3.9170e-04, C 5.5490e-02 pF, R 1.0329e+05 ohm
central branch: weight 1.3445e-01, C 1.9047e+01 pF, R 8.3557e+08 ohm
slowest branch: weight 1.4872e-03, C 2.1069e-01 pF, R 1.0790e+16 ohm
largest relative admittance error = 2.359e-05
neglected effects / strength (rough inputs):
  warming from 300 K, barrier 0.8 eV: 1 K 1.314e-02, 20 K 2.419e-01
  peak asymmetry, outer exponent 0.9, realigned: 1.132e-02
  dc conduction 1e-16 S/cm at 0.01 Hz: 1.123e-02
  dipole saturation, 1.7 D, 0.5 MV/cm: 3.122e-04
  weight at tau below 1 ps: 1.792e-05
\end{verbatim}
